\section*{S terms of three equivalent electrons: no 2S, 4S for odd l}

\section{Four states out of 364}

Three electrons in an f subshell can be placed in 364 Slater determinants. Diagonalizing $\mathbf L^2$ in this space gives just four states with $L=0$, and all four have $S(S+1)=3.75$, so they form one $^4S$ term. The same calculation for a d subshell, with 120 determinants, gives no state with $L=0$. For $l=4$ there are 816 determinants, and again none has $L=0$. The number of available states grows steadily with $l$, but the S terms come and go with its parity, and $^2S$ is missing each time. The reason is that three equal angular momenta $l$ can be coupled to zero in one way, and that the resulting state has a definite symmetry under exchange.

\section{Assumptions and statement}

Angular momenta are in units of $\hbar$. The three electrons are equivalent: their orbitals have the same integer $l$ and the same radial function, for both spin directions. The radial factor is then common to all states and can be dropped. The one-electron orbital states are $|m\rangle$, $m=-l,\dots,l$, with the phase convention
\begin{equation}
l_-|m\rangle=a_m|m-1\rangle,\quad l_+|m-1\rangle=a_m|m\rangle,\quad
a_m=\sqrt{(l+m)(l-m+1)} .
\label{ladder}
\end{equation}
This is the usual matrix element, since $l(l+1)-m(m-1)=(l+m)(l-m+1)$. At the ends of the ladder $a_{-l}=a_{l+1}=0$; all other $a_m$ are positive. The total orbital and spin angular momenta are $\mathbf L$ and $\mathbf S$.

\medskip\noindent\textbf{Theorem.} \emph{In the antisymmetric space of $l^3$, the states with $L=0$ form one $^4S$ term if $l$ is odd, and there are none if $l$ is even. Hence $l^3$ never contains $^2S$, and it contains $^4S$ if and only if $l$ is odd.}

\medskip
No Hamiltonian appears in the statement. It concerns which states exist, not their energies.

\section{The orbital state with $L=0$}

\noindent\textbf{Lemma 1.} \emph{In the product space of three orbital angular momenta $l$, without any symmetry imposed, the states with $L=0$ form a one-dimensional space.}

\medskip\noindent\emph{Proof.} Because $\langle\Phi|\mathbf L^2|\Phi\rangle=\sum_i\|L_i\Phi\|^2$, a state has $L=0$ exactly when every component of $\mathbf L$ annihilates it. Separate electron 1 from the other two:
\begin{equation}
\Phi=\sum_{m=-l}^{l}|m\rangle\otimes\varphi_m ,
\label{slices}
\end{equation}
where $\varphi_m$ is a state of electrons 2 and 3. Let $\mathbf K$ be the orbital angular momentum of this pair. Then
\begin{equation}
L_+\Phi=\sum_m\left(a_{m+1}|m+1\rangle\otimes\varphi_m+|m\rangle\otimes K_+\varphi_m\right).
\end{equation}
Collecting the factor of $|m\rangle$ here, and likewise in $L_-\Phi$, gives the conditions
\begin{align}
a_m\varphi_{m-1}+K_+\varphi_m&=0, \label{up}\\
a_{m+1}\varphi_{m+1}+K_-\varphi_m&=0. \label{down}
\end{align}
Equation (\ref{up}) determines $\varphi_{l-1}$ from $\varphi_l$, then $\varphi_{l-2}$, and so on. The whole state is therefore fixed by $\varphi_l$, and $\varphi_l=0$ would imply $\Phi=0$.

For $m=l$ the first term of (\ref{down}) vanishes, so $K_-\varphi_l=0$. Since $L_z\Phi=0$, the pair state $\varphi_l$ has projection $-l$:
\begin{equation}
\varphi_l=\sum_{m=-l}^{0}b_m|m,-l-m\rangle .
\label{edge}
\end{equation}
The sum stops at $m=0$ because the projection of electron 3 cannot lie below $-l$. In $K_-\varphi_l$ the state $|m,-l-1-m\rangle$ is reached in two ways: by lowering electron 2 from $m+1$, or electron 3 from $-l-m$. Its coefficient must vanish:
\begin{equation}
a_{m+1}b_{m+1}+a_{-l-m}b_m=0,\qquad m=-l,\dots,-1 .
\end{equation}
Inserting (\ref{ladder}), with $a_{m+1}^2=(l+m+1)(l-m)$ and $a_{-l-m}^2=(-m)(2l+m+1)$, one finds
\begin{equation}
\frac{b_{m+1}}{b_m}=-\sqrt{\frac{(-m)(2l+m+1)}{(l+m+1)(l-m)}} .
\label{ratio}
\end{equation}
Every factor under the root is positive. All $b_m$ thus follow from $b_{-l}$, none of them is zero unless all are, and $\varphi_l$ is unique up to a factor. The space has dimension at most one.

It remains to show that a solution exists. Take $b_{-l}=1$ and let (\ref{ratio}) define $\varphi_l$. Then $K_-\varphi_l=0$ and $K_z\varphi_l=-l\varphi_l$, so that
\begin{equation}
\mathbf K^2\varphi_l=(K_+K_-+K_z^2-K_z)\varphi_l=l(l+1)\varphi_l .
\end{equation}
Define the other $\varphi_m$ by (\ref{up}) for $m=l,\dots,-l+1$. Each has $K=l$ and $K_z=-m$, so $L_z\Phi=0$. For $m<l$,
\begin{align}
K_-\varphi_m&=-\frac{1}{a_{m+1}}K_-K_+\varphi_{m+1}
=-\frac{1}{a_{m+1}}(\mathbf K^2-K_z^2-K_z)\varphi_{m+1}\nonumber\\
&=-\frac{l(l+1)-(m+1)^2+(m+1)}{a_{m+1}}\,\varphi_{m+1}
=-a_{m+1}\varphi_{m+1},
\end{align}
because the numerator equals $l(l+1)-m(m+1)=a_{m+1}^2$. This is (\ref{down}). The one condition left is (\ref{up}) at $m=-l$, namely $K_+\varphi_{-l}=0$. It holds because $\|K_+\varphi_{-l}\|^2$ is proportional to $l(l+1)-l^2-l=0$. Hence $\Phi$ exists and is not zero. $\square$

\medskip
The same algebra gives a normalization. From (\ref{up}), $\|\varphi_m\|^2=\langle\varphi_{m+1}|K_-K_+|\varphi_{m+1}\rangle/a_{m+1}^2=\|\varphi_{m+1}\|^2$. All $2l+1$ slices have equal norm, so for normalized $\Phi$
\begin{equation}
\|\varphi_m\|^2=\frac{1}{2l+1}.
\label{norm}
\end{equation}
Each electron is found with equal probability in every $m$, as it must be in a state without a preferred direction.

\section{Its exchange symmetry}

\noindent\textbf{Lemma 2.} \emph{Exchanging the orbital states of any two electrons multiplies $\Phi$ by $(-1)^l$.}

\medskip\noindent\emph{Proof.} An exchange $P_{ij}$ commutes with $\mathbf L$, which is a sum over all electrons. Hence $P_{ij}\Phi$ also has $L=0$, and by Lemma 1 it is a multiple of $\Phi$: $P_{ij}\Phi=\eta_{ij}\Phi$. From $P_{ij}^2=1$ follows $\eta_{ij}=\pm1$. The relation $P_{13}=P_{12}P_{23}P_{12}$ gives $\eta_{13}=\eta_{12}^2\eta_{23}=\eta_{23}$, and $P_{12}=P_{13}P_{23}P_{13}$ gives $\eta_{12}=\eta_{23}$. There is one common sign $\eta$.

For $l=0$ the state is $|0,0,0\rangle$ and $\eta=1$. For $l\ge1$, write $c(m_1,m_2,m_3)$ for the coefficients of $\Phi$ and compare the two ends of (\ref{edge}), $b_{-l}=c(l,-l,0)$ and $b_0=c(l,0,-l)$. They differ by the exchange of electrons 2 and 3, so $b_0=\eta b_{-l}$. The recursion gives their ratio independently. With $k=-m$,
\begin{equation}
\frac{b_0}{b_{-l}}=(-1)^l\prod_{k=1}^{l}
\sqrt{\frac{k\,(2l+1-k)}{(l+1-k)(l+k)}} .
\end{equation}
As $k$ runs from 1 to $l$, the factors $k$ and $l+1-k$ both run through $1,\dots,l$, while $2l+1-k$ and $l+k$ both run through $l+1,\dots,2l$. The products cancel, and $b_0=(-1)^lb_{-l}$. Since $b_{-l}\neq0$, $\eta=(-1)^l$. $\square$

\medskip
The sign has a simple origin. Each of the $l$ steps along the edge moves one unit of projection from electron 3 to electron 2, and each step must change the sign so that the two contributions to $K_-\varphi_l$ cancel. With $b_{-l}=1$ the recursion gives
\begin{align*}
l=1:&\quad 1,\;-1;\\
l=2:&\quad 1,\;-1.2247,\;1;\\
l=3:&\quad 1,\;-1.4142,\;1.4142,\;-1 .
\end{align*}
For $l=2$ the first ratio is $-\sqrt{2\cdot3/(1\cdot4)}=-\sqrt{3/2}$. The middle entry belongs to $m_2=m_3=-1$. An antisymmetric state would have a zero there; the nonzero value already shows that the d state is symmetric.

\medskip\noindent\textbf{Remark (the states in coordinates).} For $l=1$ the orbitals transform as the components of $\mathbf r$, and $\mathbf r_1\cdot(\mathbf r_2\times\mathbf r_3)$ is a nonzero invariant. By Lemma 1 it is $\Phi$, up to a radial factor. It changes sign under exchange and vanishes when the three position vectors lie in one plane. For $l=2$ the orbitals transform as the traceless symmetric matrix $Q_{ij}(\mathbf r)=r_ir_j-\tfrac13r^2\delta_{ij}$, and the invariant is $\operatorname{Tr}\,Q(\mathbf r_1)Q(\mathbf r_2)Q(\mathbf r_3)$. It is not identically zero: for three equal unit vectors along $z$ it is $(-1-1+8)/27=2/9$. A trace is unchanged by transposition and by cyclic reordering, so for symmetric matrices all orders of the three factors agree. The state is symmetric and need not vanish when two electrons are at the same point, so it cannot be combined with three parallel spins.

\section{Adding the spin}

\noindent\textbf{Lemma 3.} \emph{For three spins one half, the totally symmetric states are the four states of one $S=3/2$ multiplet, and there is no nonzero totally antisymmetric state.}

\medskip\noindent\emph{Proof.} A symmetric state is fixed by its coefficients for zero, one, two or three spins down, so the symmetric space has dimension 4. It contains $\alpha\alpha\alpha$, which has $M_S=3/2$ and is annihilated by $S_+$, hence $S=3/2$. The operator $S_-$ is symmetric in the electrons, so the three lower members of this multiplet are symmetric too, and together the four fill the space. In an antisymmetric state, a coefficient with two equal spin labels equals its own negative and vanishes. With two labels for three electrons, every coefficient is of this kind. $\square$

\medskip\noindent\emph{Proof of the theorem.} Expand a three-electron state $\Psi$ with $L=0$ in a basis of the eight spin states. The operators $L_i$ do not act on spin, so the orbital factor of each basis state has $L=0$ and, by Lemma 1, is a multiple of $\Phi$. Therefore $\Psi=\Phi\otimes\chi$ with one spin state $\chi$. The Pauli principle requires a minus sign when orbital and spin labels of two electrons are exchanged together. By Lemma 2,
\begin{equation}
(-1)^l\,\Phi\otimes P^{\rm spin}_{ij}\chi=-\Phi\otimes\chi
\quad\Longrightarrow\quad
P^{\rm spin}_{ij}\chi=(-1)^{l+1}\chi .
\label{pauli}
\end{equation}
For odd $l$, $\chi$ must be totally symmetric, and Lemma 3 gives four states with $S=3/2$: one $^4S$ term and nothing else. For even $l$, $\chi$ must be totally antisymmetric, and Lemma 3 leaves no state. $\square$

\medskip
The eight spin states consist of the quartet and two doublets. A doublet is neither totally symmetric nor totally antisymmetric, so it would need an orbital partner of equally mixed symmetry. That requires at least two independent orbital states, and $L=0$ offers one. This is why $^2S$ is absent for both parities. For $L>0$ several couplings can exist, and doublets do occur: $p^3$ has $^2P$ and $^2D$ beside $^4S$.

For $l=0$ the theorem agrees with the plain fact that an s subshell cannot hold three electrons.

\section{The $^4S$ state of f$^3$}

For $l=3$ the edge values are $N(1,-\sqrt2,\sqrt2,-1)$. By (\ref{norm}), $N^2(1+2+2+1)=1/7$, so $N=1/\sqrt{42}$. The remaining independent coefficients follow from (\ref{up}), read as $\varphi_{m-1}=-K_+\varphi_m/a_m$. The ladder factors needed are $a_3=a_{-2}=\sqrt6$, $a_1=a_0=\sqrt{12}$ and $a_2=a_{-1}=\sqrt{10}$:
\begin{align}
c(2,1,-3)&=-\frac{a_1\,c(3,0,-3)}{a_3}=\sqrt2\,N,\nonumber\\
c(2,0,-2)&=-\frac{a_0\,c(3,-1,-2)+a_{-2}\,c(3,0,-3)}{a_3}
=-(2N-N)=-N,\nonumber\\
c(1,0,-1)&=-\frac{a_0\,c(2,-1,-1)+a_{-1}\,c(2,0,-2)}{a_2}=N .
\end{align}
In the last line $c(2,-1,-1)=0$ by antisymmetry.

Take all spins up. A normalized determinant $D(m_1,m_2,m_3)$ contains six products, each with amplitude $\pm1/\sqrt6$. An antisymmetric state with coefficients $c$ therefore has the determinant coefficient $\sqrt6\,c$, and $\sqrt6\,N=1/\sqrt7=0.378$. With $m_1>m_2>m_3$,
\begin{align}
\Psi={}&-0.378\,D(3,0,-3)+0.535\,D(3,-1,-2)+0.535\,D(2,1,-3)\nonumber\\
&-0.378\,D(2,0,-2)+0.378\,D(1,0,-1).
\end{align}
The weights are $1/7,\,2/7,\,2/7,\,1/7,\,1/7$ and add to one. Diagonalization of $\mathbf L^2$ among the determinants gives the same coefficients, up to the free overall sign. No single determinant of this basis represents the term: the largest weight is $0.286$. In $p^3$, by contrast, $(1,0,-1)$ is the one determinant with three spins up, and it is the $^4S$ state by itself.

\section{A check by counting}

Let $N(M_L,M_S)$ be the number of determinants with the given projections, and $n(L,S)$ the number of terms. Each term with $L\ge M_L\ge0$ and $S\ge M_S>0$, where $S-M_S$ is an integer, contributes one state to $N(M_L,M_S)$. Taking differences in both arguments isolates one term:
\begin{equation}
n(L,S)=N(L,S)-N(L+1,S)-N(L,S+1)+N(L+1,S+1).
\label{count}
\end{equation}

For $d^3$ with three spins up, $M_L=0$ arises from $(2,0,-2)$ and $(1,0,-1)$, and $M_L=1$ from $(2,1,-2)$ and $(2,0,-1)$. Thus $n(0,\tfrac32)=2-2=0$, since $M_S=5/2$ is impossible.

For the doublet, choose two different orbitals with spin up. The numbers of pairs with sum $3,2,1,0,-1,-2,-3$ are $1,1,2,2,2,1,1$. The spin-down electron supplies the rest of $M_L$, from $-2$ to $2$. For $M_L=0$ the pair sum runs from $-2$ to $2$, giving $1+2+2+2+1=8$ determinants; for $M_L=1$ it runs from $-1$ to $3$, giving $2+2+2+1+1=8$. Hence $n(0,\tfrac12)=8-8-2+2=0$.

The numerical output lists these counts for $l=0$ to $6$. The number of $^2S$ terms is zero throughout, and that of $^4S$ terms alternates between 0 and 1. Counting confirms the pattern case by case; the proof covers every $l$.

\section{Where the rule extends and where it fails}

\noindent\textbf{Remark (three holes).} For $l\ge1$ the configuration $l^{4l-1}$ has three holes. Replacing the occupied spin orbitals of a determinant by the empty ones reverses $M_L$ and $M_S$, because the projections of a full subshell add to zero. The table $N(M_L,M_S)$ is unchanged by this reversal, so by (\ref{count}) $l^{4l-1}$ and $l^3$ have the same terms. Thus $d^7$ has no S term and $f^{11}$ has one $^4S$.

\medskip\noindent\textbf{Remark (three different shells).} If the electrons occupy three shells with the same $l$ but different radial functions, one may assign electron 1 to the first shell, 2 to the second and 3 to the third, and antisymmetrize afterwards. No state is lost, because the differently assigned products are orthogonal. Then (\ref{pauli}) no longer applies and all eight spin states are allowed with $\Phi$: one $^4S$ and two $^2S$, for either parity of $l$. Direct counting for $l=0$ to $3$ gives these numbers. The exclusion of $^2S$ thus comes from equivalence together with the angular coupling, not from the coupling alone.

\medskip\noindent\textbf{Remark (two equivalent electrons and one other).} Let electrons 1 and 2 share a shell and electron 3 occupy another shell with the same $l$. Of the conditions (\ref{pauli}) just the one for $P_{12}$ remains. For odd $l$ the pair must be a spin triplet, which with the third spin gives one $^4S$ and one $^2S$. For even $l$ it must be a singlet, which gives one $^2S$ and no $^4S$. Changing a single radial function is enough to admit $^2S$.

\medskip\noindent\textbf{Remark (use in a real atom).} In a free nonrelativistic atom $L$ and $S$ are conserved, but the configuration is not. An eigenstate of type $^2S$ may mix many configurations; the theorem says that $l^3$ outside closed subshells is not among them. Spin--orbit coupling mixes terms of equal $J$, so an energy level need no longer be a pure $^4S$. The count of states within $l^3$ is unaffected, since it does not depend on the Hamiltonian. In a molecule or crystal $L$ is not conserved, and the absence of an S term does not exclude an orbitally nondegenerate level. For $d^3$ in an octahedral field, the state with three parallel spins in the three $t_{2g}$ orbitals is such a level; it has $L(L+1)=12$ and is a component of $^4F$.

\section*{Numbers as computed}
\begin{verbatim}
Orbital L=0 states of three equal l (no symmetry imposed)
 l=0: number 1, exchange factor +1.000
 l=1: number 1, exchange factor -1.000
 l=2: number 1, exchange factor +1.000
 l=3: number 1, exchange factor -1.000
 l=4: number 1, exchange factor +1.000
Recursion c(l,m,-l-m), m=-l..0, first value set to 1
 l=1: +1.0000 -1.0000
 l=2: +1.0000 -1.2247 +1.0000
 l=3: +1.0000 -1.4142 +1.4142 -1.0000
Three-spin states: total 8 , symmetric 4 , antisymmetric 0
L=0 states in the full determinant space of l^3
 l=1: 20 determinants, L=0: 4, S(S+1) = 3.7500
 l=2: 120 determinants, L=0: 0, none
 l=3: 364 determinants, L=0: 4, S(S+1) = 3.7500
 l=4: 816 determinants, L=0: 0, none
S terms by counting determinants: l, 2S terms, 4S terms
 0  0  0
 1  0  1
 2  0  0
 3  0  1
 4  0  0
 5  0  1
 6  0  0
All terms of l^3 (number after letter = multiplicity of occurrence)
 p^3 quartets: S
 p^3 doublets: P D
 d^3 quartets: P F
 d^3 doublets: P D2 F G H
 f^3 quartets: S D F G I
 f^3 doublets: P D2 F2 G2 H2 I K L
Three different shells, same l: 2S 2 , 4S 1
f^3 4S, M_S=3/2: determinant (m1,m2,m3), coefficient, weight
 (+3,0,-3)  -0.377964  0.142857
 (+3,-1,-2)  +0.534522  0.285714
 (+2,+1,-3)  +0.534522  0.285714
 (+2,0,-2)  -0.377964  0.142857
 (+1,0,-1)  +0.377964  0.142857
 sum of weights 1.000000
\end{verbatim}
